# Electron density from the reflectivity zero of a Drude film: a program that tests the result

```python
# Result under test: an undamped Drude film seen from vacuum at normal incidence
# has zero front-surface reflectivity when its permittivity equals 1, so that
#   n = eps0 * m * (eps_b - 1) * omega^2 / e^2,   omega = 2 pi c / wavelength.
# n: electron density, m: effective mass, eps_b: background relative permittivity.
# "Strength" below means n / (m / electron mass), the quantity that optics fixes.
# Fields vary as exp(-i omega t). Rough GaAs-like inputs size the neglected effects.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq, minimize_scalar

eps_b, m_rel, lam_um = 11.0, 0.07, 20.0
mass = m_rel * sc.m_e
omega0 = 2 * np.pi * sc.c / (lam_um * 1e-6)
photon_meV = 1e3 * sc.hbar * omega0 / sc.e


def density_formula(wavelength_um):
    omega = 2 * np.pi * sc.c / (wavelength_um * 1e-6)
    return sc.epsilon_0 * mass * (eps_b - 1) * omega**2 / sc.e**2


n0 = density_formula(lam_um)


def electron_response(gamma, cycles):
    """Susceptibility per unit density (m^3) from the integrated motion."""
    field = 1e5
    period = 2 * np.pi / omega0

    def motion(t, y):
        force = -sc.e * field * np.cos(omega0 * t)
        return [y[1], force / mass - gamma * y[1]]

    samples = 256
    times = (cycles - 1 + np.arange(samples) / samples) * period
    sol = solve_ivp(motion, (0, cycles * period), [0.0, 0.0], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=[1e-21, 1e-7],
                    max_step=period / 60)
    amplitude = 2 * np.mean(sol.y[0] * np.exp(1j * omega0 * times))
    return -sc.e * amplitude / (sc.epsilon_0 * field)


def matched_r(eps):
    """Reflected amplitude from continuity of tangential E and H."""
    index = np.sqrt(complex(eps))
    r, t = np.linalg.solve(np.array([[-1, 1], [1, index]]), np.array([1, 1]))
    return r


# Density from the motion of the electron and the matching of the fields
chi_free = electron_response(0.0, 1).real
n_root = brentq(lambda n: matched_r(eps_b + n * chi_free).real,
                1e23, 2.1e24, xtol=1e15)
assert abs(n_root / n0 - 1) < 1e-6
assert abs(n0 * 1e-6 - 1.95e18) < 0.005e18

# The zero is unique, and it differs from the edge of total reflection
scan = np.linspace(0, 4e24, 2001)
R_scan = np.array([abs(matched_r(eps_b + n * chi_free))**2 for n in scan])
assert R_scan[abs(scan / n0 - 1) > 0.02].min() > 1e-3
n_edge = -eps_b / chi_free
assert np.allclose(R_scan[scan > n_edge], 1, atol=1e-9)
assert R_scan[scan < 0.999 * n_edge].max() < 0.99
assert abs(n_edge / n0 - eps_b / (eps_b - 1)) < 1e-6

# Permittivity with optional damping and polar lattice response
TO_meV, LO_meV = 33.0, 36.0
mobility = 2500.0
tau = mass * mobility * 1e-4 / sc.e


def lattice_term(energy_meV):
    return eps_b * (LO_meV**2 - TO_meV**2) / (TO_meV**2 - energy_meV**2)


def permittivity(wavelength_um, strength, gamma=0.0, lattice=False):
    omega = 2 * np.pi * sc.c / (wavelength_um * 1e-6)
    plasma_sq = strength * sc.e**2 / (sc.epsilon_0 * sc.m_e)
    eps = eps_b - plasma_sq / (omega**2 + 1j * omega * gamma)
    if lattice:
        eps = eps + lattice_term(1e3 * sc.hbar * omega / sc.e)
    return eps


def reflectivity(wavelength_um, strength, gamma=0.0, lattice=False):
    index = np.sqrt(permittivity(wavelength_um, strength, gamma, lattice) + 0j)
    return abs((1 - index) / (1 + index))**2


s0 = n0 / m_rel
eps_damped = permittivity(lam_um, s0, 1 / tau)
eps_motion = eps_b + n0 * electron_response(1 / tau, 45)
assert abs(eps_damped - eps_motion) < 1e-5
R_damped = reflectivity(lam_um, s0, 1 / tau)
assert abs(R_damped - abs(matched_r(eps_motion))**2) < 1e-5
LO_found = brentq(lambda E: eps_b + lattice_term(E), TO_meV + 0.5, 60)
assert abs(LO_found - LO_meV) < 1e-8

lam_edge = lam_um * np.sqrt(eps_b / (eps_b - 1))
assert abs(reflectivity(1.001 * lam_edge, s0) - 1) < 1e-9
assert reflectivity(0.999 * lam_edge, s0) < 0.9


def minimum_position(strength, gamma, lattice):
    grid = np.linspace(12, 28, 1601)
    best = grid[np.argmin(reflectivity(grid, strength, gamma, lattice))]
    return minimize_scalar(lambda x: reflectivity(x, strength, gamma, lattice),
                           bounds=(best - 0.02, best + 0.02), method="bounded",
                           options={"xatol": 1e-8}).x


def strength_for_minimum(gamma, lattice):
    ratio = brentq(lambda q: minimum_position(q * s0, gamma, lattice) - lam_um,
                   0.7, 1.3, xtol=1e-7)
    return ratio * s0


assert abs(strength_for_minimum(0.0, False) / s0 - 1) < 1e-5
s_damp = strength_for_minimum(1 / tau, False)
s_lattice = strength_for_minimum(0.0, True)
s_both = strength_for_minimum(1 / tau, True)
lattice_eps = lattice_term(photon_meV)
assert abs(s_lattice / s0 - (eps_b - 1 + lattice_eps) / (eps_b - 1)) < 1e-5
lam_min_damped = minimum_position(s0, 1 / tau, False)
R_min_damped = reflectivity(lam_min_damped, s0, 1 / tau)

# Non-parabolic band: E(1 + alpha E) = hbar^2 k^2 / 2m, energies in eV, k in 1/nm
alpha, temperature = 0.6, 300.0
kT = sc.k * temperature / sc.e
h2 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18


def band_sums(mu):
    """Density and strength (1/nm^3) from integrals over the Fermi edge."""
    E = np.linspace(0, max(mu, 0) + 40 * kT, 8001)
    edge = 1 / (4 * kT * np.cosh((E - mu) / (2 * kT))**2)
    k_cubed = (m_rel * E * (1 + alpha * E) / h2)**1.5
    density = simpson(edge * k_cubed, x=E) / (3 * np.pi**2)
    strength = simpson(edge * k_cubed / (1 + 2 * alpha * E), x=E)
    return density, strength / (3 * np.pi**2 * m_rel)


def band_density(strength):
    mu = brentq(lambda x: band_sums(x)[1] * 1e27 / strength - 1, -0.2, 0.5)
    return band_sums(mu)[0] * 1e27, mu


n_band, mu_band = band_density(s0)
# Independent sum over occupied states with finite-difference band curvature
k = np.linspace(0, 2.2, 22001)
E_k = (np.sqrt(1 + 4 * alpha * h2 * k**2 / m_rel) - 1) / (2 * alpha)
occupation = 1 / (1 + np.exp((E_k - mu_band) / kT))
curvature = np.gradient(k**2 * np.gradient(E_k, k), k)
n_sum = simpson(k**2 * occupation, x=k) / np.pi**2 * 1e27
s_sum = simpson(occupation * curvature, x=k) / (6 * h2 * np.pi**2) * 1e27
assert abs(n_sum / n_band - 1) < 1e-4
assert abs(s_sum / s0 - 1) < 1e-4
n_all, mu_all = band_density(s_both)
fermi_parabolic = h2 * (3 * np.pi**2 * n0 * 1e-27)**(2 / 3) / m_rel


def film_on_substrate(eps_film, thickness_um):
    """Total reflectivity of a film on a thick substrate of permittivity eps_b."""
    N, Ns = np.sqrt(complex(eps_film)), np.sqrt(eps_b)
    p = np.exp(2j * np.pi * N * thickness_um / lam_um)
    system = np.array([[1, -1, -1, 0], [-1, -N, N, 0],
                       [0, p, 1 / p, -1], [0, N * p, -N / p, -Ns]])
    return abs(np.linalg.solve(system, np.array([-1, -1, 0, 0]))[0])**2


R_bare = abs(matched_r(eps_b))**2
eps_ideal = eps_b + n_root * chi_free
for thickness in (0.7, 2.0, 10.0):
    assert abs(film_on_substrate(eps_ideal, thickness) - R_bare) < 1e-5
assert abs(film_on_substrate(eps_damped, 60.0) - R_damped) < 1e-6
absorption = 4 * np.pi * np.sqrt(eps_damped).imag / lam_um


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


def cm3(density):
    return f"{density * 1e-6:.3e}"


show("Background permittivity", eps_b)
show("Effective mass", m_rel, "electron masses")
show("Wavelength of zero reflectivity", lam_um, "um")
show("Angular frequency", f"{omega0:.4e}", "rad/s")
show("Photon energy", f"{photon_meV:.2f}", "meV")
show("Plasma frequency, background excluded",
     f"{np.sqrt(n0 * sc.e**2 / (sc.epsilon_0 * mass)):.4e}", "rad/s")
show("Density from formula", cm3(n0), "cm^-3")
show("Density from motion and field matching", cm3(n_root), "cm^-3")
show("Density if permittivity 0 is wrongly used", cm3(n_edge), "cm^-3")
show("Total-reflection edge at correct density", f"{lam_edge:.2f}", "um")
show("Density if zero is read at 20.1 um", cm3(density_formula(20.1)), "cm^-3")
show("Bare substrate reflectivity", f"{R_bare:.4f}")
show("Undamped 2 um film on substrate, reflectivity",
     f"{film_on_substrate(eps_ideal, 2.0):.4f}")
show("Rough mobility", mobility, "cm2/Vs")
show("Scattering time", f"{tau * 1e15:.1f}", "fs")
show("Angular frequency times scattering time", f"{omega0 * tau:.2f}")
show("Damped permittivity at 20 um, real part", f"{eps_damped.real:.3f}")
show("Damped permittivity at 20 um, imaginary part", f"{eps_damped.imag:.3f}")
show("Damped front reflectivity at 20 um", f"{R_damped:.4f}")
show("Damped minimum position at ideal density", f"{lam_min_damped:.2f}", "um")
show("Damped minimum reflectivity", f"{R_min_damped:.4f}")
show("Absorption length at 20 um", f"{1 / absorption:.2f}", "um")
for thickness in (2.0, 10.0):
    show(f"Damped {thickness:.0f} um film on substrate, reflectivity at 20 um",
         f"{film_on_substrate(eps_damped, thickness):.4f}")
show("Density with damping only", cm3(s_damp * m_rel), "cm^-3")
show("Rough TO phonon energy", TO_meV, "meV")
show("Rough LO phonon energy", LO_meV, "meV")
show("Lattice term in permittivity at 20 um", f"{lattice_eps:.3f}")
show("Density with lattice term only", cm3(s_lattice * m_rel), "cm^-3")
show("Rough non-parabolicity", alpha, "1/eV")
show("Temperature", temperature, "K")
show("Thermal energy", f"{kT * 1e3:.2f}", "meV")
show("Parabolic Fermi energy at 0 K", f"{fermi_parabolic * 1e3:.1f}", "meV")
show("Mean optical mass", f"{n_band / s0:.4f}", "electron masses")
show("Density with non-parabolic band at 300 K only", cm3(n_band), "cm^-3")
show("Density with all three effects", cm3(n_all), "cm^-3")
show("Change of density, damping only", f"{100*(s_damp/s0-1):.1f}", "%")
show("Change of density, lattice only", f"{100*(s_lattice/s0-1):.1f}", "%")
show("Change of density, band only", f"{100*(n_band/n0-1):.1f}", "%")
show("Change of density, all three", f"{100*(n_all/n0-1):.1f}", "%")
print("verified")
```

Printed output:

```
Background permittivity: 11.0
Effective mass: 0.07 electron masses
Wavelength of zero reflectivity: 20.0 um
Angular frequency: 9.4183e+13 rad/s
Photon energy: 61.99 meV
Plasma frequency, background excluded: 2.9783e+14 rad/s
Density from formula: 1.951e+18 cm^-3
Density from motion and field matching: 1.951e+18 cm^-3
Density if permittivity 0 is wrongly used: 2.146e+18 cm^-3
Total-reflection edge at correct density: 20.98 um
Density if zero is read at 20.1 um: 1.932e+18 cm^-3
Bare substrate reflectivity: 0.2880
Undamped 2 um film on substrate, reflectivity: 0.2880
Rough mobility: 2500.0 cm2/Vs
Scattering time: 99.5 fs
Angular frequency times scattering time: 9.37
Damped permittivity at 20 um, real part: 1.113
Damped permittivity at 20 um, imaginary part: 1.055
Damped front reflectivity at 20 um: 0.0482
Damped minimum position at ideal density: 19.62 um
Damped minimum reflectivity: 0.0429
Absorption length at 20 um: 3.47 um
Damped 2 um film on substrate, reflectivity at 20 um: 0.2635
Damped 10 um film on substrate, reflectivity at 20 um: 0.0601
Density with damping only: 1.875e+18 cm^-3
Rough TO phonon energy: 33.0 meV
Rough LO phonon energy: 36.0 meV
Lattice term in permittivity at 20 um: -0.827
Density with lattice term only: 1.790e+18 cm^-3
Rough non-parabolicity: 0.6 1/eV
Temperature: 300.0 K
Thermal energy: 25.85 meV
Parabolic Fermi energy at 0 K: 81.3 meV
Mean optical mass: 0.0792 electron masses
Density with non-parabolic band at 300 K only: 2.209e+18 cm^-3
Density with all three effects: 1.943e+18 cm^-3
Change of density, damping only: -3.9 %
Change of density, lattice only: -8.3 %
Change of density, band only: 13.2 %
Change of density, all three: -0.4 %
verified
```
